# Strain splitting of the J = 3/2 valence edge at zone centre: a program that tests the result

```python
"""
Result under test: for a J=3/2 valence quartet at zone centre, homogeneous
strain e gives two Kramers doublets a*Tr(e) +/- R, with
  R^2 = b^2/2 [(exx-eyy)^2+(eyy-ezz)^2+(ezz-exx)^2] + d^2 (exy^2+eyz^2+ezx^2).
a, b, d : deformation potentials (electron energies); e_ij : tensor strains.
F, G, I : entries of the traceless 4x4 matrix, basis Jz = 3/2, 1/2, -1/2, -3/2.
W : traceless strain matrix of the orbitals X, Y, Z; gap_so : spin-orbit gap.
The independent road is the six-band (orbital times spin) problem.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)
PAIRS = [(0, 1), (1, 2), (2, 0)]

# Angular momentum matrices for J = 3/2
m_values = np.array([1.5, 0.5, -0.5, -1.5])
J_plus = np.diag(np.sqrt(3.75 - m_values[1:] * (m_values[1:] + 1)), 1)
J = [(J_plus + J_plus.T) / 2 + 0j, (J_plus - J_plus.T) / 2j,
     np.diag(m_values) + 0j]
time_rev = expm(-1j * np.pi * J[1])   # time reversal = time_rev * conjugation

# Orbital and spin matrices in the product basis (X, Y, Z) x (up, down)
L = [np.zeros((3, 3), complex) for _ in range(3)]
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    L[i][j, k], L[i][k, j] = -1j, 1j
S = [np.array([[0, 1], [1, 0]]) / 2 + 0j,
     np.array([[0, -1j], [1j, 0]]) / 2,
     np.diag([0.5, -0.5]) + 0j]
L_dot_S = sum(np.kron(L[i], S[i]) for i in range(3))
J_six = [np.kron(L[i], np.eye(2)) + np.kron(np.eye(3), S[i]) for i in range(3)]

# Quartet states made by lowering the stretched state
state = np.kron(-np.array([1, 1j, 0]) / np.sqrt(2), [1, 0])
states = [state]
for _ in range(3):
    state = (J_six[0] - 1j * J_six[1]) @ state
    state = state / np.linalg.norm(state)
    states.append(state)
quartet = np.array(states).T


def invariant_matrix(e, a, b, d):
    H = a * np.trace(e) * np.eye(4, dtype=complex)
    for i in range(3):
        H -= b * e[i, i] * (J[i] @ J[i] - 1.25 * np.eye(4))
    for i, j in PAIRS:
        H -= d / np.sqrt(3) * e[i, j] * (J[i] @ J[j] + J[j] @ J[i])
    return H


def entries(e, b, d):
    F = b * ((e[0, 0] + e[1, 1]) / 2 - e[2, 2])
    G = -d * (e[2, 0] - 1j * e[1, 2])
    I = -np.sqrt(3) / 2 * b * (e[0, 0] - e[1, 1]) + 1j * d * e[0, 1]
    return F, G, I


def explicit_matrix(e, b, d):
    F, G, I = entries(e, b, d)
    Gc, Ic = np.conj(G), np.conj(I)
    return np.array([[F, G, I, 0], [Gc, -F, 0, I],
                     [Ic, 0, -F, -G], [0, Ic, -Gc, F]])


def root(e, b, d):
    diagonal = sum((e[i, i] - e[j, j]) ** 2 for i, j in PAIRS)
    shear = sum(e[i, j] ** 2 for i, j in PAIRS)
    return np.sqrt(b**2 / 2 * diagonal + d**2 * shear)


def orbital_matrix(e, a, b, d):
    l, m, n = a + 2 * b, a - b, np.sqrt(3) * d
    W = n * np.array(e, dtype=float)
    for i in range(3):
        W[i, i] = l * e[i, i] + m * (np.trace(e) - e[i, i])
    return W


def six_band_levels(e, b, d, gap_so):
    H = np.kron(orbital_matrix(e, 0.0, b, d), np.eye(2))
    H = H + gap_so * (2 * L_dot_S - np.eye(6)) / 3
    return np.linalg.eigvalsh(H)


def six_band_splitting(e, b, d, gap_so):
    E = six_band_levels(e, b, d, gap_so)
    return E[5] - E[3]


def corrected_splitting(e, b, d, gap_so):
    R = root(e, b, d)
    return 2 * R + np.linalg.det(orbital_matrix(e, 0.0, b, d)) / (R * gap_so)


def random_strain():
    e = rng.normal(size=(3, 3))
    return (e + e.T) / 2


# Test: number of cubic invariants linear in strain, by group averaging
hermitian = []
for i in range(4):
    for j in range(i, 4):
        unit = np.zeros((4, 4), complex)
        unit[i, j] = 1
        if i == j:
            hermitian.append(unit)
        else:
            hermitian.append((unit + unit.T) / np.sqrt(2))
            hermitian.append(1j * (unit - unit.T) / np.sqrt(2))
hermitian = np.array(hermitian)


def operator_map(images):
    return np.einsum('aij,bji->ab', hermitian, images).real


reversal_map = operator_map(time_rev @ hermitian.conj() @ time_rev.conj().T)
even_projector = (np.eye(16) + reversal_map) / 2
count_even, count_all, order = 0.0, 0.0, 0
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        rot = np.diag(signs)[:, list(perm)].astype(float)
        if np.linalg.det(rot) < 0:
            continue
        vector = Rotation.from_matrix(rot).as_rotvec()
        U = expm(-1j * sum(vector[i] * J[i] for i in range(3)))
        D = operator_map(U @ hermitian @ U.conj().T)
        strain_char = (np.trace(rot) ** 2 + np.trace(rot @ rot)) / 2
        count_even += strain_char * np.trace(even_projector @ D)
        count_all += strain_char * np.trace(D)
        order += 1
count_even, count_all = count_even / order, count_all / order
assert order == 24
assert abs(np.trace(even_projector) - 6) < 1e-10
assert abs(count_even - 3) < 1e-8 and abs(count_all - 4) < 1e-8

# Test: the matrix, its levels, pairing and character for random strains
for i in range(3):
    assert np.allclose(quartet.conj().T @ J_six[i] @ quartet, J[i], atol=1e-12)
assert np.allclose(time_rev @ time_rev.conj(), -np.eye(4), atol=1e-12)
largest_error = 0.0
for _ in range(200):
    e = random_strain()
    a, b, d = rng.normal(size=3)
    R, mean = root(e, b, d), a * np.trace(e)
    orbital = np.kron(orbital_matrix(e, a, b, d), np.eye(2))
    projected = quartet.conj().T @ orbital @ quartet
    M = explicit_matrix(e, b, d)
    assert np.allclose(projected, mean * np.eye(4) + M, atol=1e-11)
    assert np.allclose(projected, invariant_matrix(e, a, b, d), atol=1e-11)
    assert np.allclose(M @ M, R**2 * np.eye(4), atol=1e-10)
    levels, vectors = np.linalg.eigh(projected)
    error = np.max(np.abs(levels - mean - R * np.array([-1, -1, 1, 1])))
    largest_error = max(largest_error, error)
    reversed_H = time_rev @ projected.conj() @ time_rev.conj().T
    assert np.allclose(reversed_H, projected, atol=1e-11)
    partner = time_rev @ vectors[:, 3].conj()
    assert abs(np.vdot(vectors[:, 3], partner)) < 1e-11
    assert np.allclose(projected @ partner, levels[3] * partner, atol=1e-10)
    weight = np.sum(np.abs(vectors[[0, 3], 2:]) ** 2) / 2
    assert abs(weight - (1 + entries(e, b, d)[0] / R) / 2) < 1e-8
assert largest_error < 1e-10

# Test: hydrostatic strain keeps the quartet; a magnetic term breaks pairs
hydro = np.linalg.eigvalsh(invariant_matrix(0.01 * np.eye(3), 1.0, -2.0, -5.0))
assert np.ptp(hydro) < 1e-12
test_strain = np.diag([0.0, 0.0, 1.0])
magnetic = np.linalg.eigvalsh(
    invariant_matrix(test_strain, 0.0, -2.0, -5.0) + 0.1 * J[2])
assert magnetic[3] - magnetic[2] > 0.05 and magnetic[1] - magnetic[0] > 0.05

# Test: leading split-off corrections, in units where the spin-orbit gap is 1
for _ in range(100):
    e = random_strain()
    b, d = -2.0, -5.0
    e = e * (1e-3 / root(e, b, d))
    R = root(e, b, d)
    W = orbital_matrix(e, 0.0, b, d)
    assert abs(np.trace(W @ W) / (6 * R**2) - 1) < 1e-10
    E = six_band_levels(e, b, d, 1.0)
    assert abs(E[0] + 1 + 2 * R**2) < 10 * R**3
    change = E[5] - E[3] - 2 * R
    assert abs(change - np.linalg.det(W) / R) < 10 * R**3
    assert abs(change) < 2 * R**2 + 10 * R**3
for sign in (1, -1):   # stretched along z, then compressed along z
    e = sign * np.diag([-0.5, -0.5, 1.0]) * 1e-3 / 3
    R = root(e, -2.0, -5.0)
    change = six_band_splitting(e, -2.0, -5.0, 1.0) - 2 * R
    assert abs(change + sign * 2 * R**2) < 10 * R**3

# Worked example: silicon, rough typical parameters
b, d, gap_so = -2.2, -5.0, 0.044           # eV
C11, C12, C44 = 166.0, 64.0, 80.0          # GPa
gamma1, gamma2, gamma3 = 4.3, 0.34, 1.45   # Luttinger parameters
temperature = 300.0                        # K
stress = -0.1                              # GPa, compression


def strain_from_stress(direction, sigma):
    n = np.array(direction, float) / np.linalg.norm(direction)
    tensor = sigma * np.outer(n, n)
    stiffness = C12 * np.ones((3, 3)) + (C11 - C12) * np.eye(3)
    e = tensor / (2 * C44)
    np.fill_diagonal(e, np.linalg.solve(stiffness, np.diag(tensor)))
    return e


def root_from_stress(direction, sigma):
    n2 = np.array(direction, float) ** 2
    n2 = n2 / n2.sum()
    diagonal = sum((n2[i] - n2[j]) ** 2 for i, j in PAIRS)
    shear = sum(n2[i] * n2[j] for i, j in PAIRS)
    return abs(sigma) * np.sqrt(b**2 * diagonal / (2 * (C11 - C12) ** 2)
                                + d**2 * shear / (4 * C44**2))


directions = [(0, 0, 1), (1, 1, 0), (1, 1, 1), (1, 2, 3)]
for direction in directions:
    e = strain_from_stress(direction, stress)
    assert abs(root(e, b, d) / root_from_stress(direction, stress) - 1) < 1e-10

e = strain_from_stress((1, 1, 0), stress)
F, G, I = entries(e, b, d)
R = root(e, b, d)
levels, vectors = np.linalg.eigh(invariant_matrix(e, 0.0, b, d))
heavy_weight = np.sum(np.abs(vectors[[0, 3], 2:]) ** 2) / 2
thermal = const.k * temperature / const.e
k_thermal = np.sqrt(2 * const.m_e * const.k * temperature / gamma1) / const.hbar

print("TESTS")
print(f"invariants with time reversal: {count_even:.0f}")
print(f"invariants without time reversal: {count_all:.0f}")
print(f"largest level error, 200 strains: {largest_error:.1e} (test units)")
print("SILICON, ROUGH INPUTS")
print(f"b = {b:.1f} eV, d = {d:.1f} eV")
print(f"spin-orbit gap = {1e3 * gap_so:.0f} meV")
print(f"C11, C12, C44 = {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"Luttinger parameters = {gamma1}, {gamma2}, {gamma3}")
print(f"STRESS {1e3 * stress:.0f} MPa ALONG [110]")
print(f"e_xx = e_yy = {1e4 * e[0, 0]:.3f} x 1e-4")
print(f"e_zz = {1e4 * e[2, 2]:.3f} x 1e-4")
print(f"e_xy = {1e4 * e[0, 1]:.3f} x 1e-4")
print(f"F = {1e3 * F:.3f} meV")
print(f"|G| = {1e3 * abs(G):.3f} meV")
print(f"|I| = {1e3 * abs(I):.3f} meV")
print(f"R = {1e3 * R:.3f} meV")
print(f"splitting 2R = {2e3 * R:.3f} meV")
print(f"numerical four-band splitting = {1e3 * (levels[3] - levels[0]):.3f} meV")
print(f"splitting / h = {2 * R * const.e / const.h / 1e12:.3f} THz")
print(f"Jz=+-3/2 weight, upper doublet = {heavy_weight:.3f}")
print("SPLITTINGS IN meV: four-band, corrected, six-band")
for direction in directions:
    strain = strain_from_stress(direction, stress)
    values = (2 * root(strain, b, d), corrected_splitting(strain, b, d, gap_so),
              six_band_splitting(strain, b, d, gap_so))
    name = "".join(str(i) for i in direction)
    print(f"[{name}] {1e3 * stress:.0f} MPa: "
          + ", ".join(f"{1e3 * v:.3f}" for v in values))
for sigma in (0.1, -1.0, 1.0):
    strain = strain_from_stress((1, 1, 0), sigma)
    values = (2 * root(strain, b, d), corrected_splitting(strain, b, d, gap_so),
              six_band_splitting(strain, b, d, gap_so))
    print(f"[110] {1e3 * sigma:.0f} MPa: "
          + ", ".join(f"{1e3 * v:.3f}" for v in values))
print("NEGLECTED EFFECTS")
print(f"R / spin-orbit gap at 100 MPa = {R / gap_so:.4f}")
print(f"R / spin-orbit gap at 1 GPa = {root_from_stress((1, 1, 0), 1.0) / gap_so:.4f}")
print(f"|d| x (largest strain)^2 = {1e6 * abs(d) * np.max(np.abs(e))**2:.2f} ueV")
print(f"kT at {temperature:.0f} K = {1e3 * thermal:.2f} meV")
print(f"thermal wavevector = {k_thermal * 1e-9:.3f} 1/nm")
for direction in directions[:3]:
    n = np.array(direction, float) / np.linalg.norm(direction)
    # The Luttinger matrix has the strain matrix's form with n_i n_j for e_ij
    scale = thermal / gamma1
    E = np.linalg.eigvalsh(invariant_matrix(
        np.outer(n, n), -gamma1 * scale, -2 * gamma2 * scale,
        -2 * np.sqrt(3) * gamma3 * scale))
    name = "".join(str(i) for i in direction)
    print(f"heavy-light splitting, thermal k [{name}] = {1e3 * (E[3] - E[0]):.2f} meV")
print("all assertions hold")
```

It prints:

```
TESTS
invariants with time reversal: 3
invariants without time reversal: 4
largest level error, 200 strains: 6.9e-15 (test units)
SILICON, ROUGH INPUTS
b = -2.2 eV, d = -5.0 eV
spin-orbit gap = 44 meV
C11, C12, C44 = 166, 64, 80 GPa
Luttinger parameters = 4.3, 0.34, 1.45
STRESS -100 MPa ALONG [110]
e_xx = e_yy = -2.768 x 1e-4
e_zz = 2.134 x 1e-4
e_xy = -3.125 x 1e-4
F = 1.078 meV
|G| = 0.000 meV
|I| = 1.562 meV
R = 1.899 meV
splitting 2R = 3.797 meV
numerical four-band splitting = 3.797 meV
splitting / h = 0.918 THz
Jz=+-3/2 weight, upper doublet = 0.784
SPLITTINGS IN meV: four-band, corrected, six-band
[001] -100 MPa: 4.314, 4.525, 4.514
[110] -100 MPa: 3.797, 3.956, 3.949
[111] -100 MPa: 3.608, 3.756, 3.750
[123] -100 MPa: 3.797, 3.959, 3.952
[110] 100 MPa: 3.797, 3.638, 3.631
[110] -1000 MPa: 37.971, 53.879, 47.524
[110] 1000 MPa: 37.971, 22.063, 21.411
NEGLECTED EFFECTS
R / spin-orbit gap at 100 MPa = 0.0431
R / spin-orbit gap at 1 GPa = 0.4315
|d| x (largest strain)^2 = 0.49 ueV
kT at 300 K = 25.85 meV
thermal wavevector = 0.397 1/nm
heavy-light splitting, thermal k [001] = 8.18 meV
heavy-light splitting, thermal k [110] = 30.47 meV
heavy-light splitting, thermal k [111] = 34.87 meV
all assertions hold
```
